Lloyd's formula with a repulsive reference and the absolute electron count, part 2

This part computes the number of states N(z) of H = H₀ + Σ_n v_n, H₀=−½∇², using a reference H^r with repulsive v^r_n. Hartree units, one spin; spherical potentials in non-overlapping spheres at R_n act only on l≤l_max. z=κ²/2, Im κ≥0; G=(z−H)⁻¹; energy paths start at real E_b<0, below all levels. L=(l,m), Y_L is real, h_l=j_l+iy_l, j_L(r)=j_l(κr)Y_L(r̂). Primes mean d/dz on matrices, d/dx on Bessel functions.

The free count per cell is N₀=Ωκ³/(6π²) at real E>0, infinite at complex z. A level ε adds to N

[π − arg(z − ε)]/π.  (2)

A change δv gives

δN(z) = (1/π) Im [Tr(G(z) δv) − Tr(G(E_b) δv)] = (1/π) Im Tr(G(z) δv).  (3)

For one and two sites (R=R_n−R_{n′}, g^{nn}=0, C_{LL′L″}=∫Y_LY_{L′}Y_{L″}dk̂):

G_{0,l}(r, r′) = −2iκ j_l(κr_<) h_l(κr_>).  (6)

G₀(R_n + r, R_{n′} + r′) = Σ_{LL′} j_L(r) g^{nn′}_{LL′} j_{L′}(r′),
g^{nn′}_{LL′} = −8πiκ Σ_{L″} i^{l−l′+l″} C_{LL′L″} h_{l″}(κR) Y_{L″}(R̂),  (7)

Plane waves: e^{ik·r} = 4π Σ_L i^l j_L(r) Y_L(k̂), |k|=κ.

R_l, regular, is j_l−2iκt_l h_l outside; α_l=lim_{r→0}R_l(r)/j_l(κr); phase shift δ_l; u_l real:

R_l = e^{iδ_l} u_l, t_l = −e^{iδ_l} sin δ_l/(2κ).  (10)

Im ln α_l(E + i0) = δ_l(E), with δ_l continuous in the potential and zero for v = 0.  (11)

dδ_l/dr = −2κ v(r) r² [cos δ_l j_l(κr) − sin δ_l y_l(κr)]².  (12)

For a step V of radius R, with q²=κ²−2V and W_f=κj_l(qR)f′(κR)−qj_l′(qR)f(κR), (f=j_l,h_l):

t_l = W_j/(2iκ W_h), α_l = i (q/κ)^l/(κR² W_h).  (13)

With the single-site Green function G_s^n,

G(R_n + r, R_{n′} + r′) = δ_{nn′} G_s^n(r, r′) + Σ_{LL′} R^n_L(r) 𝒢^{nn′}_{LL′} R^{n′}_{L′}(r′),
𝒢 = g + g t 𝒢 = (1 − gt)⁻¹ g.  (14)

N − N₀ = (1/π) Im Σ_n Σ_l (2l+1) ln α^n_l − (1/π) Im ln det(1 − gt).  (15)

With G^r=(1−gt^r)⁻¹g, Δt=t−t^r, g(k)=Σ_n​e^{−ik·R_n}g^{n0} and zone average ⟨…⟩, per cell:

S_Δ = (1/π) Im Σ_l (2l+1) ln(α_l/α^r_l),
M = −(1/π) Im ⟨ln det(1 − G^r(k)Δt)⟩,
S_r = (1/π) Im Σ_l (2l+1) ln α^r_l,
C_r = −(1/π) Im ⟨ln det(1 − g(k)t^r)⟩.

N = N₀ + S_r + C_r + S_Δ + M.  (17)

(f) C_r contains the long-ranged g(k), which has poles at real positive energy. Show that C_r and M can be obtained from a small real-space cluster of reference potentials, and state when.

Solution. Let A = 1 − gt^r, so A′ = −(g′t^r + gt^r′). For Im z > 0, (d/dz) ln det A(k) = Tr A⁻¹A′, and the zone average of a product is the 00 block of the real-space product. Hence

C_r = (1/π) Im ∫ dz′ Tr [A⁻¹(g′t^r + gt^r′)]^{00},  (18)

from E_b to z, the trace running over L at site 0. The check A(1 + G^r t^r) = 1 − gt^r + gt^r shows A⁻¹ = 1 + G^r t^r, so the range of A⁻¹ is that of G^r.

By (14) the blocks G^{r,n0} are the expansion coefficients of the reference Green function between spheres n and 0, so they decay as that Green function does. Suppose z is at a finite distance from the spectrum of H^r. For a small real vector γ, consider e^{γ·r}(z − H^r)e^{−γ·r}. The kinetic part becomes −½(∇ − γ)² = H₀ + γ·∇ − γ²/2. Each v^r_m connects only points within one sphere, so the conjugation changes it by a bounded operator of order γ times the sphere diameter. The whole change times G^r(z) has norm of order γ, since ∇G^r is bounded off the spectrum, so the conjugated operator stays invertible for γ below some γ₀ > 0. Its inverse has the kernel e^{γ·(r−r′)}G^r(r, r′), and boundedness for every direction of γ means decay at least as fast as e^{−γ|r−r′|}. As z approaches the spectrum, ∇G^r grows and γ₀ shrinks to zero. The other factor in (18) does not decay at real positive energy: from (7), (d/dz)[κh_l(κR)] = [h_l + κR h_l′]/κ, which tends to a bounded oscillating function of R. The sum over sites in (18) still converges absolutely, and continues to do so on the real axis below the reference bands, because A⁻¹ = 1 + G^r t^r decays exponentially there. At fixed k the poles of g(k) cancel in G^r = A⁻¹g, but det A(k) has a pole at each free level that couples to the spheres, simple at a nondegenerate level and, at a degenerate one, of order equal to the number of independent combinations of the degenerate plane waves that have a component with l ≤ l_max, so Tr A⁻¹A′ keeps a simple pole there; these poles remove the free states, as part (g) shows.

Now keep only the sites of a cluster about site 0, with projector P, Q = 1 − P and A_c = PAP. Let y be row 0 of A⁻¹ and y_c row 0 of A_c⁻¹. From yAP = e₀ = y_c A_c follows y_c = yP + yQAP A_c⁻¹. The error is linear in yQ, the part of the row outside the cluster, which is exponentially small in the cluster radius. The cluster value of (18) therefore converges exponentially provided the norm of A_c⁻¹ does not itself grow exponentially with the cluster; that proviso is assumed here; part (h) shows a small error for a cluster of 79 sites but does not establish a rate.

For M, the cluster gives the column G^{r,n0}, and differentiating AG^r = g gives its derivative,

G^r′ = A⁻¹[g′ + (g′t^r + gt^r′)G^r].

Both are Fourier summed over the cluster, and

M = (1/π) Im ∫ dz′ ⟨Tr[(1 − G^rΔt)⁻¹(G^r′Δt + G^rΔt′)]⟩.  (19)

Integrating derivatives from E_b fixes all branches with no phase tracking, and no Ewald sum occurs. The method fails when the end point lies in a band of the reference, where G^r is long-ranged. When it lies in a band of H but below the bands of the reference, G^r is still short-ranged, but the integrand of (19) has poles on the real axis, so the zone average is expected to converge slowly as the path ends; this case is not computed here.

(g) Evaluate N₀ + S_r + C_r for a periodic reference at low real energy. What changes for a finite reference cluster?

Solution. At each k the Bloch Hamiltonian H^r_k has a discrete spectrum and is non-negative. A zero eigenvalue needs zero kinetic energy, which leaves only the constant function at k = 0, and that function has a positive expectation value of v^r through its l = 0 part. The lowest eigenvalue is thus positive at every k, continuous on the compact zone, and has a minimum ε^r₀ > 0. For 0 < E < ε^r₀ there are no states to count, so N^r(E) = 0, and with (11)

C_r(E) = −N₀(E) − (1/π) Σ_l (2l+1) δ^r_l(E).  (20)

The mechanism is visible at fixed k. At real E off the free levels, the free Bloch Green function in the cell, G₀ + Σ j_L g_{LL′}(k) j_{L′}, is Hermitian. By (6) G₀ has the anti-Hermitian part −2iκ Σ j_L j_L, so g(k) = B(k) + 2iκ with B Hermitian. By (10), 1/t_l = −2κ cot δ_l + 2iκ. Then t⁻¹ − g = −2κ cot δ − B is Hermitian with a real determinant, and det(1 − gt) = det(t⁻¹ − g) det t has the phase Σ(2l+1)δ_l modulo π. So −(1/π) Im ln det(1 − g(k)t^r) = −Σ(2l+1)δ^r_l/π + n(k) with integer n(k). Equation (15) at fixed k identifies n(k) as the number of reference levels minus the number of free levels below E, and the zone average of the latter is N₀. The cluster term cancels the single-site phase shifts and removes the free states.

The statement that reference terms must be added therefore needs a qualification. For real E with 0 < E < ε^r₀, N = S_Δ + M is already the absolute count. The three terms N₀, S_r and C_r are in general nonzero, although C_r = −N₀ − S_r can change sign at an energy below ε^r₀, and they must be kept together or dropped together. S_r + C_r is needed when N − N₀ is wanted, at real or complex z, and, together with N₀, for the absolute count when E reaches the reference bands; the difference N − N^r = S_Δ + M does not need it.

For a finite reference cluster in free space the spectrum of H^r fills [0, ∞), N₀ is infinite, and (17) holds for N − N₀ with sums over all sites and full determinants. N^r − N₀ is then nonzero at positive energy in general. For 0 < E < ε^r₀, and under the proviso of part (f), a site deep inside a large cluster contributes the bulk value S_r + C_r = −N₀ per cell, the free states expelled from its cell; sites near the surface contribute differently, so the total for a small cluster is not this value times the number of sites.

(h) Take a model fcc crystal with a = 7 bohr, l_max = 2, and wells V = −1 Ha of radius 1.5 bohr. The reference has V^r = 4 Ha or 2 Ha in touching spheres of radius a/(2√2) = 2.47487 bohr. With E_b = −0.6 Ha, evaluate the five terms of (17) at E_F = 0.08 Ha = 2.18 eV.

Solution. The expected answer comes from an independent diagonalization. The plane-wave expansion of part (b) gives, for wave vectors q = k + K and q′ = k + K′ with reciprocal lattice vectors K and K′,

⟨q|v|q′⟩ = (4π/Ω) Σ_{l≤l_max} (2l+1) P_l(q̂·q̂′) V ∫₀^R j_l(qr) j_l(q′r) r² dr.  (21)

With a cutoff of 7.5 bohr⁻¹ on an 8×8×8 mesh, band 1 runs from −0.282 to −0.061 Ha and band 2 starts at 0.195 Ha, a gap of about 0.26 Ha or 7.0 eV. Each eigenvalue is a variational upper bound and the extrema are those of the mesh. Converged in the cutoff, the three edges drop by 2·10⁻⁴ to 3·10⁻⁴ Ha (the top of band 1 from −0.0612 to −0.06155 Ha) and the gap stays at 0.257 Ha. The program asserts that E_b lies below band 1 and E_F in the gap, so N(E_F) should be 1. For the reference, a cutoff of 7.0 bohr⁻¹ on a 4×4×4 mesh gives lowest eigenvalues of 0.990 Ha (V^r = 2 Ha) and 1.043 Ha (V^r = 4 Ha). These are upper bounds on ε^r₀; that E_F lies below ε^r₀ is confirmed separately by the vanishing of N^r. Doubling V^r raises the bound by only 0.05 Ha. Some saturation is certain, since a trial function with no l ≤ 2 component in the spheres has an energy independent of V^r; that this is why it sets in so early is a conjecture.

Free term: Ω = a³/4 = 85.75 bohr³, κ = 0.4 bohr⁻¹, N₀ = 85.75 × 0.064/(6π²) = 0.09268.

Phase shifts: equation (12) gives, for V^r = 4 Ha, δ^r = −0.84805, −0.14525, −0.00830 rad for l = 0, 1, 2. The first can be checked by hand. Matching sinh(pr) to sin(κr + δ) at R gives δ₀ = −κR + arctan[(κ/p) tanh pR] with p² = 8 − 0.16, p = 2.8 bohr⁻¹ and tanh pR ≈ 1, so δ₀ = −0.98995 + arctan(1/7) = −0.98995 + 0.14190 = −0.84805. The hard-sphere limit is −κR. For the well, δ = 2.18690, 0.03996, 0.00027 rad. Here √(2|V|) R = 2.12 lies between π/2 and π, the thresholds for the first s and first p bound state, so δ₀ starts from π at threshold: with q² = 2.16, δ₀ = π − 0.6 + arctan[(κ/q) tan qR] = 3.1416 − 0.6 − 0.3547 = 2.1869.

Single-site terms: (−0.84805 − 3 × 0.14525 − 5 × 0.00830)/π = −1.32530/π = −0.4219, and for the well (2.18690 + 3 × 0.03996 + 5 × 0.00027)/π = 2.30813/π = 0.7347. The contour integrals of d ln α/dz from (13), with 16 Gauss points on a half circle from E_b to E_F, give S_r = −0.42185 and S_Δ = 1.15655, whose sum is 0.73470. The program asserts agreement of both with (12) to 10⁻⁴ states, which tests the branch (11).

Cluster terms: with 79 sites, (18) and (19) give C_r = 0.32908 and M = −0.15655. Equation (20) predicts C_r = 0.42185 − 0.09268 = 0.32917. The sum is

N = 0.09268 − 0.42185 + 0.32908 + 1.15655 − 0.15655 = 0.9999,

printed as 0.999902, or 1.9998 electrons per cell for two spins. The relative count is S_Δ + M = 1.00000 and N^r = −9.5·10⁻⁵. Partial sums give wrong counts: 0.671 without C_r, 1.422 without S_r, and 1.093 if only N₀ is added to the relative count.

For V^r = 2 Ha the terms are S_r = −0.37790, C_r = 0.28520, S_Δ = 1.11260, M = −0.11260 and N = 0.999973. Each has moved by 0.044, while S_r + S_Δ stays at 0.73470 and C_r + M is 0.17260 against 0.17253 before; the exact value is 1 − 0.09268 − 0.73470 = 0.17262. For both heights the program asserts that N − 1, N^r and S_Δ + M − 1 are below 10⁻³ states in size.

Screening and convergence: when the distance along a nearest-neighbour direction is doubled from 4.950 bohr, the ss element of G^r at E_F for V^r = 4 Ha falls to 3.4·10⁻² of its value in the 79-site cluster (3.3·10⁻² in clusters of 135 and 249 sites), and that of g, proportional to h₀ ∝ 1/R, to one half. For V^r = 4 Ha, clusters of 19, 43 and 79 sites give N = 0.98862, 1.00120 and 0.99990, an absolute error that falls from 10⁻² to 10⁻⁴ and changes sign. These three sizes skip the 55-site shell and fix no rate: the error does not fall shell by shell, and the cluster value of N^r stays of order 10⁻⁴ for 55, 87 and 135 sites before it drops to 3·10⁻⁶ or less for 177 to 249 sites; the program asserts that the largest cluster beats the smallest. In each case N^r (−1.11·10⁻², 1.24·10⁻³, −9.5·10⁻⁵) accounts for nearly all of N − 1, and S_r does not depend on the cluster, so the error sits in C_r. In (18) the error of A⁻¹ multiplies the non-decaying g′. Equation (19) contains g′ too, through G^r′, so this alone does not explain why M is the more accurate term; the reason is left open. In this example it is more accurate to set N^r = 0 by part (g) than to compute it. The lower reference gives the smaller 79-site error, 2.7·10⁻⁵ against 9.8·10⁻⁵ states, so here a higher barrier does not improve convergence; two heights and an error of alternating sign do not establish a trend.

Equation (20) is also tested where the terms are large. At E = 0.5 Ha, κ = 1 bohr⁻¹, N₀ = 85.75/(6π²) = 1.44805 and S_r = −2.12568, so (20) predicts C_r = 0.67763. The 79-site cluster gives 0.67754, leaving N^r = −9.1·10⁻⁵ against an asserted limit of 2·10⁻³. The cluster calculation contains no cell volume as input, and recovers Ωκ³/(6π²) from the positions of the sites.

(i) For the same crystal find N − N₀ at z = 0.3 + 0.2i Ha, whose real part lies above the bottom of band 2, and compare with the plane-wave spectrum.

Solution. By part (a) only the difference is finite, and nothing cancels S_r + C_r. With V^r = 4 Ha and 79 sites,

N − N₀ = S_r + C_r + S_Δ + M = −1.69439 + 0.37582 + 2.48829 − 0.37840 = 0.79132.

The relative count alone is 2.10989; the reference terms supply N^r − N₀ = −1.31857.

On the plane-wave side, (2) gives N − N₀ = −(1/π) ⟨Σ_i [arg(z − ε_i) − arg(z − ε⁰_i)]⟩ over the eigenvalues with and without the potential in the same basis, which comes to 0.78963. Plane waves beyond the cutoff q_c contribute in first order through (3), each with (1/π) Im ⟨q|v|q⟩/(z − q²/2). With the diagonal of (21) and Ω·4πq²dq/(2π)³ states per cell, the prefactor is (4π/Ω) × Ω/(2π²) = 2/π, and

tail = (1/π) Im Σ_l (2l+1)(2V/π) ∫ q² I_l(q) dq/(z − q²/2) over q > q_c,
I_l(q) = ∫₀^R j_l(qr)² r² dr = (R³/2)[j_l′² + j_l j_l′/x + (1 − l(l+1)/x²) j_l²], x = qR.

The closed form holds because F(x) = ½[x³j′² + x²jj′ + (x³ − l(l+1)x)j²] vanishes at x = 0 and has F′ = x²j², as follows on replacing x²j″ by −2xj′ − (x² − l(l+1))j; then I_l = F(qR)/q³. The tail is positive, since V < 0 and Im 1/(z − q²/2) < 0, and equals 0.00087. The plane-wave total is 0.7905, lower than Lloyd's value by 8·10⁻⁴ states, or 0.1 % of N − N₀, within the asserted limit of 10⁻³. The mixing of low states with plane waves beyond the cutoff is omitted; it lowers the low eigenvalues and so raises the count, which has the sign of the residue. Raising the cutoff to 10 and 12 bohr⁻¹ reduces the residue to 3·10⁻⁴ and 2·10⁻⁴ states, roughly as q_c⁻³, so the residue is an error of the plane-wave basis. Lloyd's value carries a cluster error in its last digit: (15) with the full lattice sum for g(k) gives 0.79130. Leaving out C_r or S_r would shift the result by 0.38 or 1.69 states. All values refer to the Hamiltonian truncated at l_max = 2; their dependence on l_max has not been examined.

Numbers as computed

```
a = 7.0 bohr, Omega = 85.7500 bohr^3, lmax = 2, k mesh 8x8x8 (30 irreducible)
well V = -1.0 Ha, R = 1.5 bohr; reference sphere R = 2.47487 bohr
E_b = -0.6 Ha, E_F = 0.08 Ha = 2.1769 eV, kappa_F = 0.4000 1/bohr
g expansion vs closed G0: rel. error 9.2e-07
alpha*det(1-G0 v) - 1: max 1.1e-07
plane waves, cutoff 7.5 1/bohr: band 1 from -0.2816 to -0.0612 Ha
band 2 bottom 0.1954 Ha, gap 0.2567 Ha = 6.984 eV
reference V = 2.0 Ha: band bottom 0.990 Ha (plane waves, cutoff 7.0 1/bohr)
reference V = 4.0 Ha: band bottom 1.043 Ha (plane waves, cutoff 7.0 1/bohr)
ss element, R doubled from 4.950 bohr: ratio screened 3.36e-02, free 0.500
well phase shifts l=0,1,2 at E_F (rad): 2.18690 0.03996 0.00027
N0(E_F) = 0.09268 states/cell/spin
V_r = 4.0 Ha, 19 sites: N = 0.988623, N_r = -1.11e-02 states/cell/spin
V_r = 4.0 Ha, 43 sites: N = 1.001195, N_r = 1.24e-03 states/cell/spin
V_r = 4.0 Ha, 79 sites: N = 0.999902, N_r = -9.54e-05 states/cell/spin
  reference phase shifts (rad): -0.84805 -0.14525 -0.00830
  S_r = -0.42185, C_r = 0.32908, S_d = 1.15655, M = -0.15655 states
  S_d+M = 1.00000, N without C_r = 0.67082, without S_r = 1.42175
  electrons per cell (two spins) = 1.99980
V_r = 2.0 Ha, 79 sites: N = 0.999973, N_r = -2.68e-05 states/cell/spin
  reference phase shifts (rad): -0.78862 -0.12254 -0.00619
  S_r = -0.37790, C_r = 0.28520, S_d = 1.11260, M = -0.11260 states
  S_d+M = 1.00000, N without C_r = 0.71477, without S_r = 1.37787
  electrons per cell (two spins) = 1.99995
E = 0.5 Ha, V_r = 4.0 Ha: N0 = 1.44805, S_r = -2.12568, C_r = 0.67754 states
  N_r = -9.11e-05 states/cell/spin
z = 0.3 + 0.2i Ha, V_r = 4.0 Ha, 79 sites:
  S_r = -1.69439, C_r = 0.37582, S_d = 2.48829, M = -0.37840 states
  Lloyd N-N0 = 0.79132, S_d+M alone = 2.10989 states
  plane waves 0.78963 + tail 0.00087 = 0.79049 states
```
